# Mixed potential of an electroless bath with transport-limited metal deposition

**Q.** An electroless bath has no external current. Why is its potential not simply an equilibrium potential?

**A.** Because zero net current does not require each reaction to be at equilibrium. Metal ions take electrons from the surface,

$$\mathrm{M}^{z+}+z e^-\rightarrow \mathrm{M},$$

while a reductant delivers $n$ electrons per molecule to the same surface. Let $i_R$ be the anodic current density of the reductant and $j_M$ the magnitude of the cathodic current density of the metal, both positive during deposition. In the steady state no charge accumulates on the metal, so

$$i_R(E)=j_M(E).$$

The potential $E$ that satisfies this balance is the mixed potential. Both reactions run at a finite net rate there, and metal is deposited.

I assume that these are the only two electrode reactions, that they influence each other only through $E$, and that the surface is uniformly active. Hydrogen evolution, oxygen reduction and codeposition are left out. So are the complexing agents of practical baths: the metal is treated as a single dissolved species. In real baths the two partial reactions can also be coupled through the state of the surface, so the results below belong to this model and must be checked before they are applied to a given bath. All current densities and rate constants refer to geometric area.

**Q.** You need a rate law for the metal. If deposition is transport-limited, why not set its current to a constant from the start?

**A.** Then we could not tell when the constant is justified. Let the ions cross a stagnant film of thickness $\delta$ with diffusion coefficient $D_M$. Excess supporting electrolyte suppresses migration. In steady state the concentration profile is linear, and the flux to the surface is

$$N_M=m_M(c_M-c_s),\qquad m_M=D_M/\delta,$$

where $c_M$ is the bulk and $c_s$ the surface concentration.

Measure $E$ from the standard potential of the metal couple and put $f=F/(RT)$. For an ideal solution and a pure metal deposit, take the net surface rate

$$N_M=k_M\left[c_s e^{-\beta fE}-c^\circ e^{(z-\beta)fE}\right].$$

Here $c^\circ$ is the standard concentration, $k_M$ the rate constant at $E=0$, and $\beta$ the cathodic transfer coefficient. The first term is deposition, which a more negative potential accelerates; the second is dissolution.

**Q.** Why must the second exponent be $z-\beta$? It looks like an extra assumption.

**A.** Thermodynamics fixes it. The net rate must vanish when $c_s$ and $E$ obey the Nernst equation, $c_s=c^\circ e^{zfE}$. Inserting this into the deposition term gives $c^\circ e^{(z-\beta)fE}$, which the dissolution term cancels.

Now write $k_d=k_Me^{-\beta fE}$. The surface rate is $k_d(c_s-c^\circ e^{zfE})$, and equating it to the film flux gives

$$m_M(c_M-c_s)=k_d(c_s-c^\circ e^{zfE}).$$

Collecting the terms in $c_s$,

$$c_s=\frac{m_Mc_M+k_dc^\circ e^{zfE}}{m_M+k_d},$$

and therefore

$$c_M-c_s=\frac{k_d(c_M-c^\circ e^{zfE})}{m_M+k_d}.$$

Define the equilibrium potential for the bulk concentration,

$$E_M=\frac{1}{zf}\ln\frac{c_M}{c^\circ},$$

so that $c^\circ=c_Me^{-zfE_M}$. Multiplying the flux by $zF$ and dividing numerator and denominator by $k_d$,

$$j_M=i_L\,\frac{1-e^{zf(E-E_M)}}{1+(m_M/k_M)e^{\beta fE}},\qquad i_L=zFm_Mc_M.$$

The current approaches $i_L$ under two separate conditions. The exponential in the numerator must be small, so that the surface concentration in equilibrium with $E$, namely $c^\circ e^{zfE}$, is far below $c_M$. This does not by itself make the dissolution term small compared with the net rate: relative to $m_Mc_M$ that term is $(k_d/m_M)e^{zf(E-E_M)}$, which can exceed one when the kinetics is fast. The second term in the denominator must be small, so that the surface reaction is fast compared with transport.

**Q.** And the reductant? It also has to diffuse to the surface.

**A.** It does, so I keep its transport as well. Take its oxidation to be irreversible and first order, with rate constant $k_Re^{afE}$; here $a$ is the apparent anodic transfer coefficient and $k_R$ the value at $E=0$. Neglecting the reverse reaction requires the mixed potential to lie well above the equilibrium potential of the reductant couple.

With bulk concentration $c_R$, surface concentration $c_{R,s}$ and transport coefficient $m_R$, the steady balance is

$$m_R(c_R-c_{R,s})=k_Re^{afE}c_{R,s}.$$

It gives

$$c_{R,s}=\frac{c_R}{1+k_Re^{afE}/m_R}.$$

Let $i_K=nFk_Rc_Re^{afE}$ be the current without depletion and $i_{LR}=nFm_Rc_R$ the reductant's own transport limit. Their ratio is $k_Re^{afE}/m_R$, so

$$i_R=\frac{i_K}{1+i_K/i_{LR}}.$$

"Activated" means $i_K\ll i_{LR}$: the surface step controls the rate and $i_R\simeq i_K$.

**Q.** Two nonlinear curves may cross several times. How do you know that there is one mixed potential?

**A.** Look at their slopes. Since $1/i_R=1/i_K+1/i_{LR}$ and $i_K$ grows with $E$, $i_R$ rises strictly. Below $E_M$, the numerator of $j_M$ is positive and falls with $E$, while its denominator is positive and rises. Hence $j_M$ falls strictly.

As $E\to-\infty$, $i_R\to0$ and $j_M\to i_L$, so the cathodic current is larger. At $E_M$, $j_M=0$ but $i_R>0$, so the anodic current is larger. The curves cross once in between. Above $E_M$ the metal current is negative and cannot equal the positive $i_R$. Within this model there is one mixed potential, and it lies below $E_M$.

**Q.** Now take the stated limit. What is the potential?

**A.** Replace $j_M$ by $i_L$ and $i_R$ by $i_K$:

$$nFk_Rc_Re^{afE_0}=zFm_Mc_M.$$

The Faraday constant cancels. Dividing by $nk_Rc_R$ and taking the logarithm,

$$\boxed{E_0=\frac{RT}{aF}\ln\frac{z\,m_M c_M}{n\,k_R c_R}}$$

The argument is dimensionless, because $m_M$ and $k_R$ are both velocities. Physically, transport fixes how many electrons per second the metal ions can accept. The potential then settles where the reductant supplies that number.

The metal's coefficients $k_M$ and $\beta$ are absent because its limiting current does not depend on potential. The reductant still sets the potential, but no longer the deposition rate.

**Q.** A rate constant inside a logarithm worries me. Its value depends on which potential you call zero.

**A.** It does, and the two dependences compensate. Let the new scale be $E'=E-E_s$. The same rate then reads $k_Re^{afE_s}e^{afE'}$, so the new constant is $k_R'=k_Re^{afE_s}$. In the formula this adds $-\ln(e^{afE_s})/(af)=-E_s$ to the potential, as the change of scale demands. A value of $k_R$ must therefore be quoted with its reference potential.

**Q.** The surface concentration is never quite zero, and the reductant is never quite undepleted. How large is the error?

**A.** Three numbers measure the departures from the limit:

$$\rho=\frac{i_L}{i_{LR}}=\frac{zm_Mc_M}{nm_Rc_R},$$

$$\varepsilon_K=\frac{m_M}{k_M}e^{\beta fE_0},\qquad \varepsilon_N=e^{zf(E_0-E_M)}.$$

They describe reductant depletion, finite metal kinetics and redissolution. For the last, $\varepsilon_N$ is the equilibrium surface concentration at $E_0$ divided by $c_M$; the dissolution flux itself, relative to the limiting flux, is $\varepsilon_N/\varepsilon_K$. Put $y=af(E-E_0)$ and $u=e^y$. By the definition of $E_0$, $i_K=i_Lu$, and so $i_K/i_{LR}=\rho u$. Also $e^{\beta f(E-E_0)}=u^{\beta/a}$ and $e^{zf(E-E_0)}=u^{z/a}$. Dividing the full balance by $i_L$ gives

$$\frac{u}{1+\rho u}=\frac{1-\varepsilon_Nu^{z/a}}{1+\varepsilon_Ku^{\beta/a}}.$$

Take logarithms:

$$y-\ln(1+\rho u)=\ln(1-\varepsilon_Nu^{z/a})-\ln(1+\varepsilon_Ku^{\beta/a}).$$

If all three numbers are small, $y$ is small too. In terms already multiplied by a small number we may set $u=1$, and $\ln(1+x)\simeq x$. To first order,

$$y-\rho=-\varepsilon_N-\varepsilon_K.$$

Hence

$$E_{\rm mix}\simeq E_0+\frac{\rho-\varepsilon_K-\varepsilon_N}{af}.$$

Depletion of the reductant raises $E$, because a stronger anodic drive is needed for the same current. The metal corrections lower $E$, because they reduce the current that the reductant must supply.

**Q.** Show me numbers, including a case where the corrections are visible.

**A.** Take a model bath at $T=330$ K, where $RT/F=0.028437$ V, with $z=n=2$, $a=0.5$ and $\beta=0.4$. The concentrations are $c_M=10$, $c_R=500$ and $c^\circ=1000$ mol/m³. Both species have $D=1.0\times10^{-9}$ m²/s in a film of $5.0\times10^{-5}$ m, so $m_M=m_R=2.0\times10^{-5}$ m/s. The rate constants at $E=0$ are $k_M=3.0\times10^{-6}$ and $k_R=2.0\times10^{-4}$ m/s.

The argument of the logarithm is

$$\frac{2(2.0\times10^{-5})(10)}{2(2.0\times10^{-4})(500)}=0.002,$$

and thus

$$E_0=\frac{0.028437}{0.5}\ln(0.002)=-0.3535\ \mathrm{V}.$$

The equilibrium potential is $E_M=(0.028437/2)\ln(0.01)=-0.0655$ V, well above $E_0$. The small numbers are

$$\rho=\frac{10}{500}=0.020,$$

$$\varepsilon_K=\frac{2.0\times10^{-5}}{3.0\times10^{-6}}\,e^{-0.4(0.35345)/0.028437}=0.046,$$

and $\varepsilon_N=1.6\times10^{-9}$. Redissolution is irrelevant here. The first-order shift is

$$\frac{0.028437}{0.5}(0.02000-0.04621)=-0.00149\ \mathrm{V},$$

which gives $-0.35494$ V.

Solving the discretised diffusion problem with the original surface rate laws gives $-0.35487$ V. The first-order result differs from this by $7\times10^{-5}$ V, about 5% of the shift itself. In separate baths, each dominated by one correction, halving the small number reduced the remaining error by factors of 4.06, 3.84 and 3.90. A second-order error would give a factor near four.

**Q.** You call the metal transport-limited, yet I suspect the current is not $i_L$.

**A.** It is close to $i_L$, but not equal to it. The limit is $i_L=38.59$ A/m², and the full solution gives 36.92 A/m², a ratio of 0.957. The difference can be traced. The potential lies 0.00142 V below $E_0$, so

$$u=e^{-0.5(0.00142)/0.028437}=0.975.$$

With negligible redissolution,

$$\frac{j_M}{i_L}=\frac{1}{1+0.0462\,(0.975)^{0.8}}=0.957.$$

Since $j_M/i_L=1-c_s/c_M$ for the film, the surface concentration is about 4% of the bulk value. The deposition flux is $1.91\times10^{-4}$ mol/(m² s).

**Q.** What should I see if I change the bath composition or the stirring?

**A.** In the limiting law, a tenfold change in the argument of the logarithm moves the potential by

$$b=\frac{\ln 10}{af}=0.131\ \mathrm{V}.$$

So $E_0$ rises by $b$ per decade of $c_M$ and falls by $b$ per decade of $c_R$. Better stirring thins the film. If it multiplies $m_M$ and $m_R$ by the same factor, $E_0$ rises by $b$ per decade of that factor.

The full example gives slightly smaller slopes: $+0.129$ V for $c_M$, $-0.129$ V for $c_R$ and $+0.121$ V for transport. The first-order formula explains them. Since $e^{\beta fE_0}$ is proportional to $(m_Mc_M/c_R)^{\beta/a}$, differentiation with respect to $\ln c_M$, without the negligible $\varepsilon_N$, multiplies $b$ by

$$1+\rho-\frac{\beta}{a}\varepsilon_K=1+0.020-0.037=0.983.$$

For $c_R$ the factor is the same with the opposite sign. For a common change of the transport coefficients, $\rho$ stays fixed, but $\varepsilon_K$ contains $m_M$ both in front and through $E_0$. The factor is

$$1-\left(1+\frac{\beta}{a}\right)\varepsilon_K=1-1.8(0.0462)=0.917.$$

These factors predict 0.129 and 0.120 V per decade; the small remainder for transport is of the size expected from second-order terms.

**Q.** Then doubling the reductant should make the bath plate faster. More reducing power, more metal.

**A.** Not in this regime. The limiting law predicts a potential change of $-b\log_{10}2=-0.0394$ V and no change of current. The full example gives $-0.0389$ V and a current increase of 1.9%. That small increase comes from the metal kinetics: the more negative potential lowers $\varepsilon_K$ and brings the current closer to $i_L$. Since $i_L$ is unchanged, little room for a faster rate remains.

**Q.** How would the answer differ if I assumed that both reactions were activated?

**A.** Without transport limits, and well below $E_M$, the balance is

$$nFk_Rc_Re^{afE}=zFk_Mc_Me^{-\beta fE}.$$

Multiplying by $e^{\beta fE}$, dividing by $nFk_Rc_R$ and taking the logarithm,

$$E_{\rm act}=\frac{1}{(a+\beta)f}\ln\frac{zk_Mc_M}{nk_Rc_R}.$$

No transport coefficient appears, so stirring has no effect. Both transfer coefficients appear because both currents respond to the potential. For the example,

$$E_{\rm act}=\frac{0.028437}{0.9}\ln(3.0\times10^{-4})=-0.256\ \mathrm{V}.$$

This is 0.099 V above the full mixed potential. It would require 213 A/m², about 5.5 times $i_L$, which the film cannot deliver. The assumption therefore contradicts itself here. It becomes right when transport is fast enough: the full calculation with very large $m_M$ and $m_R$ reproduces $E_{\rm act}$.

The order of the two potentials also follows. The reductant must supply 213 A/m² at $E_{\rm act}$ but only $i_L$ at $E_0$. Its current rises with $E$, so $E_0$ must be the lower of the two.

**Q.** Your formula contains no reductant transport. Can I use it for a bath with very little reductant?

**A.** Only while $\rho$ is small. Suppose the metal corrections vanish. The scaled balance becomes $u/(1+\rho u)=1$, so

$$u=\frac{1}{1-\rho},\qquad E=E_0-\frac{\ln(1-\rho)}{af}.$$

As $\rho$ approaches one, this potential grows without bound. Before that happens the metal leaves its transport limit, and the assumption behind the expression fails.

For $\rho>1$ the reductant cannot supply $i_L$ at any potential. If the metal kinetics is fast, the kinetic term in the denominator of $j_M$ is negligible. If $i_K\gg i_{LR}$ as well, the balance is

$$i_L\left[1-e^{zf(E-E_M)}\right]=i_{LR}=\frac{i_L}{\rho}.$$

Solving for the potential,

$$E=E_M+\frac{1}{zf}\ln\left(1-\frac1\rho\right).$$

To see this case, keep the other data but set $m_R=2.0\times10^{-7}$ m/s and $k_M=0.10$ m/s, so $\rho=2$. The formula gives

$$-0.06548+\frac{0.028437}{2}\ln 0.5=-0.0753\ \mathrm{V},$$

in agreement with the full solution. The current is 19.2 A/m², within 1% of the reductant's transport limit. Using $E_0=-0.353$ V here would be wrong by almost 0.28 V.

**Q.** A crossing of two curves may still be unstable. Does the bath actually settle there?

**A.** Consider the double layer, with capacitance $C$ per area. Deposition removes electrons from the metal and raises $E$; reductant oxidation adds electrons and lowers it. Therefore

$$C\frac{dE}{dt}=j_M-i_R.$$

If the concentration profiles follow the potential quasi-steadily, $j_M>i_R$ below the crossing and $E$ rises. Above it, $i_R>j_M$ and $E$ falls. The crossing is stable.

Real profiles need time to adjust, so this argument alone does not settle the full transient. For the example, the time-dependent diffusion equations were integrated together with double-layer charging for $C=0.2$ F/m². Starting from $E_M$ and from $-0.5$ V, with uniform bulk concentrations, both runs ended at $-0.35487$ V. This supports stability for these data and these two starts.

**Q.** A growing deposit may become rough. Does that change a potential fixed by diffusion?

**A.** Yes, because only one side of the balance is fixed by diffusion. Let the active area be $r$ times the geometric area, with roughness much finer than the film thickness. The film flux and $i_L$ keep their values per geometric area, but $k_R$ is multiplied by $r$. Then $E_0$ changes by $-(\ln r)/(af)$. A rougher surface supplies the same current at a more negative potential.

**Q.** And if dissolved oxygen or hydrogen ions also take electrons?

**A.** Then the two-reaction balance is incomplete. Let a side reaction have cathodic current magnitude $j_s$ at the actual mixed potential, with the metal still at $i_L$ and the reductant still activated. The balance becomes $i_K=i_L+j_s$. Dividing by $i_L$ and using $i_K/i_L=e^{af(E-E_0)}$,

$$E=E_0+\frac{1}{af}\ln\left(1+\frac{j_s}{i_L}\right).$$

The potential rises, because the reductant must feed both reductions. If $j_s$ depends on $E$, this is an equation to be solved rather than an explicit answer. The metal current remains $i_L$, but the total reductant current no longer measures the deposition rate.

**Q.** Which measurement would tell me that a bath is in your regime? A logarithmic dependence on $c_M$ seems to be enough.

**A.** It is not enough. The activated formula is also logarithmic in $c_M$, with slope $\ln10/[(a+\beta)f]$. Without independent knowledge of the transfer coefficients, one slope cannot separate the cases. Stirring is more informative: within this model it moves $E_0$ upward but leaves $E_{\rm act}$ unchanged.

The deposition rate gives a second criterion. In the transport-limited regime it follows $m_Mc_M$ and hardly responds to $c_R$. In the activated regime, inserting $E_{\rm act}$ into the metal current gives a rate proportional to $c_R^{\beta/(a+\beta)}$ at fixed $c_M$, so added reductant does speed up deposition. Observing both the stirring response of the potential and the weak response of the rate to $c_R$ points to a metal at its transport limit, provided side reactions are small, the two electrode reactions influence each other only through $E$, and $\beta$ is not much smaller than $a$. If $\beta\ll a$, the exponent $\beta/(a+\beta)$ is small, and the rate responds weakly to $c_R$ even without a transport limit. Both signs also change gradually under mixed control, so "weak" needs a scale: to first order, and with negligible $\varepsilon_N$, the current falls short of $i_L$ by the fraction $\varepsilon_K$, while $d\ln j_M/d\ln c_R\simeq(\beta/a)\varepsilon_K$. The shortfall is thus about $a/\beta$ times the measured exponent. Using $E_0$ for the potential also requires a small $\rho$, which these two observations do not test. With fast metal kinetics and $\rho=0.5$, both signs are present, yet the potential lies $(\ln 2)/(af)=0.039$ V above $E_0$. The values behind the example are listed in the numerical output below.

## Table of computed values

```
temperature: 330 K
thermal voltage RT/F: 0.028437 V
electrons per metal ion, per reductant: 2, 2
transfer coefficients a, beta: 0.5, 0.4
metal-ion concentration: 10 mol/m^3
reductant concentration: 500 mol/m^3
standard concentration: 1000 mol/m^3
diffusion coefficient, both species: 1.0e-09 m^2/s
film thickness: 5.0e-05 m
transport coefficient, both species: 2.0e-05 m/s
metal rate constant k_M: 3.0e-06 m/s
reductant rate constant k_R: 2.0e-04 m/s
metal transport-limited current i_L: 38.594 A/m^2
reductant transport-limited current: 1929.7 A/m^2
reductant kinetic current at E=0: 19297.1 A/m^2
metal equilibrium potential E_M: -0.06548 V
limiting-law mixed potential E0: -0.35345 V
rho: 0.02000
eps_K: 0.04621
eps_N: 1.60e-09
first-order shift: -0.001491 V
first-order mixed potential: -0.35494 V
full mixed potential: -0.35487 V
full minus first-order potential: 6.99e-05 V
full deposition current: 36.922 A/m^2
deposition current / i_L: 0.9567
metal deposition flux: 1.913e-04 mol/(m^2 s)
limiting-law slope b: 0.13096 V/decade
example slope, metal ions: 0.12896 V/decade
example slope, reductant: -0.12896 V/decade
example slope, transport: 0.12090 V/decade
doubled reductant, potential change: -0.03892 V
doubled reductant, current ratio: 1.0186
both-activated potential: -0.25631 V
both-activated current: 212.98 A/m^2
error ratio on halving rho: 4.056
error ratio on halving eps_K: 3.841
error ratio on halving eps_N: 3.902
starved bath k_M, m_R: 1.0e-01, 2.0e-07 m/s
starved bath rho: 2.000
starved bath potential: -0.07528 V
starved bath E0 (not valid): -0.35345 V
starved bath current: 19.225 A/m^2
starved bath reductant limit: 19.297 A/m^2
double-layer capacitance: 0.2 F/m^2
transient end, start at E_M: -0.35487 V
transient end, start at -0.5 V: -0.35487 V
```
